Lower Bound on the Reflection Mixing Conductance and the Role of Dephasing

Electrons in a normal metal strike a magnetic layer whose magnetization points along the fixed unit vector m. Their spins may be parallel to m (↑), antiparallel (↓), or transverse to it. A transverse spin is a superposition of ↑ and ↓, so its fate depends on the relative phase of the two scattered waves. This problem compares the conductance that governs transverse spin with the two ordinary spin conductances.

The metal has M open channels per spin, and the lead behind the layer has N. Scattering is elastic, conserves particle flux and does not flip spins along m. Channel amplitudes are normalized to unit flux. The reflection matrices r↑, r↓ are M×M and the transmission matrices t↑, t↓ are N×M. A dagger denotes the Hermitian conjugate, Tr the trace over channels, and ‖A‖² = Tr AA† the sum of all |A_ij|². Define

g_σ = Tr t_σ t_σ†  (spin conductances, σ = ↑, ↓)

g_r = M − Tr r↑r↓†  (reflection mixing conductance)

g_t = Tr t↑t↓†  (transmission mixing conductance)

These are pure numbers, and e²/h per spin converts them to electrical conductances. The layer is called fully dephased when g_t = 0.

**(a) Express g_σ through reflection alone.**

Solution. An electron entering in any superposition of channels must leave with the same total flux. Hence

r_σ†r_σ + t_σ†t_σ = 1.

The trace of the M×M unit matrix is M, and a trace is unchanged by cyclic reordering. Therefore

‖r_σ‖² + ‖t_σ‖² = M,

g_σ = M − ‖r_σ‖².

**(b) One electron per channel arrives with its spin along a unit vector s perpendicular to m. How much spin along s is lost to the layer?**

Solution. Let σ be the vector of Pauli matrices and P± = (1 ± m·σ)/2 the projectors on ↑ and ↓. The reflection operator for channels and spin together is

R = r↑P₊ + r↓P₋.

The incoming spin state in each channel is ρ = (1 + s·σ)/2. In units of ħ/2, the incoming spin is M and the reflected spin is

S_r = Tr[(s·σ)RρR†],

where this trace also runs over spin. The unit-matrix part of ρ contributes ½Tr[(s·σ)RR†]. Since RR† = r↑r↑†P₊ + r↓r↓†P₋, and the spin trace of (s·σ)P± is ±s·m = 0, this part vanishes.

For the other part, s·σ anticommutes with m·σ because s ⊥ m. Passing s·σ through a projector therefore exchanges P₊ and P₋, and (s·σ)² = 1 gives

(s·σ)R(s·σ) = r↑P₋ + r↓P₊.

Multiplying by R† = r↑†P₊ + r↓†P₋ leaves r↑r↓†P₋ + r↓r↑†P₊. Each projector has spin trace 1, so

S_r = ½[Tr r↑r↓† + Tr r↓r↑†] = Re Tr r↑r↓†.

The same calculation for transmission gives S_t = Re Tr t↑t↓†. The spin along s lost by the electrons is

S_abs = M − S_r − S_t = Re(g_r − g_t).

The exchange field transfers this angular momentum to the magnetization. Thus Re g_r measures the spin that fails to return to the metal, and Re g_t the part of it that emerges on the far side.

**(c) Show that Re g_r ≥ (g↑ + g↓)/2. When does equality hold, and does the proof require dephasing?**

Solution. Start from a quantity that cannot be negative:

‖r↑ − r↓‖² = Tr (r↑ − r↓)(r↑† − r↓†)

= ‖r↑‖² + ‖r↓‖² − Tr r↑r↓† − Tr r↓r↑†.

The last two traces are complex conjugates, so together they equal 2 Re Tr r↑r↓†. Part (a) gives ‖r_σ‖² = M − g_σ, and the definition of g_r gives Re Tr r↑r↓† = M − Re g_r. Substitution yields

‖r↑ − r↓‖² = 2M − g↑ − g↓ − 2M + 2 Re g_r.

The terms 2M cancel, and

Re g_r = (g↑ + g↓)/2 + ½‖r↑ − r↓‖².

The last term is non-negative, which proves the bound. Equality holds exactly when r↑ = r↓. No property of g_t was used, so the bound holds with or without dephasing.

If some flux is lost inside the layer, then g_σ ≤ M − ‖r_σ‖². The expansion gives Re g_r ≥ M − ½(‖r↑‖² + ‖r↓‖²), which is still at least the half-sum. Spin-flip scattering is different: two reflection matrices no longer describe the interface, and the proof does not apply.

**(d) Find a stronger lower bound that uses only M, g↑ and g↓. Examine a half-metal and a magnetic insulator.**

Solution. The Cauchy–Schwarz inequality gives

Re Tr r↑r↓† ≤ ‖r↑‖ ‖r↓‖ = √[(M − g↑)(M − g↓)].

Consequently

Re g_r ≥ M − √[(M − g↑)(M − g↓)].

The geometric mean of two non-negative numbers does not exceed their arithmetic mean, M − (g↑ + g↓)/2, so the right side is at least the half-sum.

For an ideal half-metal with g↑ = M and g↓ = 0, the root vanishes. Then r↑ = 0 and Re g_r = M, twice the half-sum. For a magnetic insulator g↑ = g↓ = 0, and both lower bounds are zero. The identity in (c) still allows a finite Re g_r = ½‖r↑ − r↓‖², which arises whenever the two reflection matrices differ. In a single channel this means different reflection phases for the two spins.

**(e) What does full dephasing add? Is the half-sum also a lower bound on the absorbed spin?**

Solution. Insert the result of (c) into S_abs = Re g_r − Re g_t:

S_abs = (g↑ + g↓)/2 + ½‖r↑ − r↓‖² − Re g_t.

The absorbed spin reaches the half-sum if and only if Re g_t ≤ ½‖r↑ − r↓‖². Full dephasing, g_t = 0, is sufficient but not necessary.

To see what can happen without it, expand the transmission difference in the same way:

½‖t↑ − t↓‖² = (g↑ + g↓)/2 − Re g_t.

Hence

S_abs = ½‖r↑ − r↓‖² + ½‖t↑ − t↓‖².

A layer that treats both spins alike absorbs nothing, even if it is transparent and its half-sum equals M.

The bound on absorption cannot be improved by a constant factor, even with full dephasing. Take M = N = 4, r↑ = r↓ = 0, t↑ = 1 and t↓ = diag(1, i, −1, −i). The four phases sum to zero, so g_t = 0. The absorbed spin is 4 and the half-sum is (4 + 4)/2 = 4.

**(f) A plane interface separates a free-electron metal from a thick free-electron magnet. How does the transverse spin current decay with depth?**

Solution. Use atomic units and equal masses. The Fermi wavevectors are k_N in the metal and k↑ > k↓ in the magnet. The wavevector q parallel to the interface is conserved, so each q is a separate channel with normal wavevectors

k = √(k_N² − q²), κ_σ = √(k_σ² − q²).

When q > k_σ, κ_σ = i|κ_σ| and the wave decays into the magnet. Let x be the depth. The wave is e^{ikx} + r_σe^{−ikx} in the metal and τ_σe^{iκ_σx} in the magnet. Continuity of the wave and its slope at x = 0 requires

1 + r_σ = τ_σ, k(1 − r_σ) = κ_στ_σ,

r_σ = (k − κ_σ)/(k + κ_σ), τ_σ = 2k/(k + κ_σ).

The complex transverse spin current is

j = (1/2i)(ψ↓*ψ↑′ − ψ↑ψ↓*′).

On the metal side write A = e^{ikx}. The two terms of j are

(k/2)(A* + r↓*A)(A − r↑A*) = (k/2)(1 − r↑A*² + r↓*A² − r↑r↓*),

(k/2)(A + r↑A*)(A* − r↓*A) = (k/2)(1 + r↑A*² − r↓*A² − r↑r↓*).

The interference terms cancel in the sum, leaving j = k(1 − r↑r↓*). On the magnet side

j = ½(κ↑ + κ↓*)τ↑τ↓* e^{i(κ↑ − κ↓*)x}.

The waves and slopes are continuous, so the two expressions agree at x = 0. Dividing by the incident flux k and summing over channels per unit area gives

J(x) = ∫₀^{k_N} (q dq/2π)(1 − r↑r↓*) e^{i(κ↑ − κ↓*)x}.

At the interface J(0) = g_r per area. Deeper in, two effects reduce the current. Where q > k↓ the ↓ wave is evanescent, and the contribution of each such channel decays exponentially. Where both waves propagate, channels with different q acquire different phases and their contributions cancel. This cancellation is the dephasing. In the example of part (g) about two thirds of the channels have q > k↓, so much of the initial drop comes from the first effect.

For large x, take k↓ < k_N < k↑, as in the example below. Near q = 0,

κ↑ − κ↓ ≈ k↑ − k↓ + cq²/2, c = 1/k↓ − 1/k↑.

With u = q²/2, the integral over q dq becomes ∫₀^∞ e^{icxu}du = i/(cx), where a vanishing damping factor removes the upper limit. Thus

|J(x)| ≈ |1 − r↑r↓*|_{q=0}/(2πcx).

The phase has no stationary point in u for q < k↓, because its derivative is x(1/κ↓ − 1/κ↑) > 0. Near q = k↓, q dq = −κ↓dκ↓ supplies an extra factor κ↓, so that region contributes at most at order 1/x². For larger q the ↓ wave is evanescent. The decay is therefore algebraic in this model. J(x) is not the g_t defined at the start, which needs a lead common to both spins. The film of part (h) supplies such a lead. Its |g_t| is of similar size (0.0012 bohr⁻² at d = 100 bohr, against |J| = 0.0013 bohr⁻² at that depth) and falls roughly as 1/d between 20 and 400 bohr, so full dephasing is a limit approached with thickness.

**(g) Evaluate the interface for k_N = 0.7, k↑ = 0.8 and k↓ = 0.4 bohr⁻¹.**

Solution. These are round model parameters. The number of channels per area is k_N²/4π = 0.49/12.566 = 0.03899 bohr⁻². Gauss–Legendre quadrature over q gives

g↑ = 0.03720 bohr⁻², g↓ = 0.01010 bohr⁻²,

½‖r↑ − r↓‖² = 0.01400 bohr⁻².

The half-sum is (0.03720 + 0.01010)/2 = 0.02365 bohr⁻², and

Re g_r = 0.02365 + 0.01400 = 0.03766 bohr⁻²,

where the last digit reflects unrounded inputs. In other units, Re g_r is 13.4 nm⁻² and the half-sum 8.4 nm⁻², a ratio of 1.59. The stronger bound from (d) is 0.0318 bohr⁻².

At q = 0, r↑ = −0.0667 and r↓ = 0.2727, so 1 − r↑r↓ = 1.018. With c = 1/0.4 − 1/0.8 = 1.25 bohr, the large-depth formula at 800 bohr gives

1.018/(2π × 1.25 × 800) = 0.000162 bohr⁻².

Numerical integration gives the same value to these digits. Relative to its value at the interface, |J| is 27% at 10 bohr, 6.7% at 50 bohr and 1.7% at 200 bohr.

**(h) Replace the thick magnet by a film of thickness d between two identical metals. When does the absorbed spin exceed the half-sum?**

Solution. Keep the three Fermi wavevectors fixed. Let a and b be the amplitudes of the forward and backward waves in the film, measured at its front and back faces respectively, and let E = e^{iκd}. For each spin, matching at the two faces gives

1 + r = a + bE, k(1 − r) = κ(a − bE),

aE + b = t, κ(aE − b) = kt.

Solving these linear equations numerically and integrating over q gives, in bohr⁻²:

d = 1 bohr: half-sum 0.0348, Re g_r 0.0405, Re g_t 0.0287, absorbed 0.0118
d = 2 bohr: half-sum 0.0291, Re g_r 0.0398, Re g_t 0.0147, absorbed 0.0251
d = 5 bohr: half-sum 0.0228, Re g_r 0.0342, Re g_t −0.0123, absorbed 0.0466
d = 20 bohr: half-sum 0.0222, Re g_r 0.0373, Re g_t −0.0051, absorbed 0.0424
d = 100 bohr: half-sum 0.0223, Re g_r 0.0376, Re g_t −0.0009, absorbed 0.0385

Re g_r exceeds the half-sum in every row, as (c) requires. The absorbed spin lies below the half-sum at 1 and 2 bohr and above it at the other three thicknesses. As d → 0, E → 1 and the matching equations give r = 0 and t = 1 for both spins. Absorption then vanishes while the half-sum tends to 0.0390 bohr⁻².

At 5 bohr the absorbed spin exceeds the incoming spin, 0.0390 bohr⁻². The reflected spin there is 0.0390 − 0.0342 = 0.0048 bohr⁻² along s, while the transmitted spin, Re g_t = −0.0123 bohr⁻², points against s and outweighs it. The component of the total outgoing spin along s is therefore reversed, and the layer has received more than the amount needed to bring this component to zero. The outgoing electrons also carry spin along m × s, which is not counted here. The same happens at 20 bohr. A negative Re g_t alone is not enough: at 100 bohr the reflected spin, 0.0014 bohr⁻², is the larger of the two. At 100 bohr |g_t| is 0.0012 bohr⁻², about 3% of the channel number, and the absorbed spin is close to Re g_r.

**(i) How does the model compare with real metallic spin devices?**

Solution. Effective mixing conductances inferred from the extra magnetic damping caused by a metal contact are roughly of order 10 nm⁻², so the model's 13.4 nm⁻² has a realistic order of magnitude. The comparison can show no more than that, because the inferred values also include transport within the metal contact, while 13.4 nm⁻² describes the bare interface. The model's spin splitting, (0.8² − 0.4²)/2 = 0.24 hartree or about 6.5 eV, is far larger than the rough 1 to 2 eV of iron and cobalt. Its 1 and 2 bohr films are thinner than an atomic layer, so their thicknesses should not be used as design values.

Real contacts also break the assumption that incoming electrons come straight from a reservoir. In a diffusive metal, let μ_in and μ_out be the transverse spin accumulations carried by incoming and outgoing electrons, each spread evenly over the channels. Neglect the small Im g_r and write g for Re g_r. For a fully dephased magnet the spin current is proportional to

M(μ_in − μ_out) = gμ_in.

Hence μ_out = (1 − g/M)μ_in, and the mean accumulation is (μ_in + μ_out)/2 = (1 − g/2M)μ_in. Referred to this mean, the conductance is

g_eff = g/(1 − g/2M) = 0.03766/(1 − 0.03766/0.07799) = 0.0728 bohr⁻²,

or about 26 nm⁻², 1.9 times the bare value. The neglected Im g_r is 0.0040 bohr⁻², about a tenth of the real part. Keeping it in the same formula gives 0.0713 + 0.0149i bohr⁻², so the real part is about 2% lower (25.5 nm⁻²) and the imaginary part grows to a fifth of it. The inequality in (c) concerns the bare conductances and should be applied before this correction. Spin–orbit scattering at a heavy-metal contact breaks the no-spin-flip assumption as well, and this model does not determine the size of that change.
